# Angle-averaged Bloch overlaps for acoustic scattering of heavy and light holes: test program

```python
"""
Result under test: for spherical J=3/2 holes and a hydrostatic (identity)
deformation potential, the squared Bloch overlap summed over the final pair is
  G_hh = (1+3 cos^2 theta)/4,   G_hl = (3/4) sin^2 theta,
and both have the uniform solid-angle average 1/2.
Consequence: rate into band f = (2 pi/hbar)(Xi^2 kT/(rho v^2))(1/2) g_f(E).
Symbols: h, l = heavy, light; theta = angle between initial and final k;
Xi = hydrostatic potential; rho = mass density; v = longitudinal sound speed;
g_f = density of states for one member of the pair; gamma = Luttinger numbers.
Energies are hole energies, positive into the valence band.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, m0, qe, kB = const.hbar, const.m_e, const.e, const.k


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)],
                    dtype=complex)


J = spin_matrices(1.5)
I4 = np.eye(4)

# Rough typical germanium parameters and round chosen conditions
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
gamma = (2 * gamma2 + 3 * gamma3) / 5
rho, v_long, v_trans = 5320.0, 5400.0, 3300.0
Xi_eV, shear_eV = 4.0, 2.4
split_off_eV, optical_eV, optical_D = 0.29, 0.037, 9e10   # D in eV/m
T, E_eV, strain_eV, p_cm3 = 300.0, 0.050, 0.025, 1e17
kT, E, Xi = kB * T, E_eV * qe, Xi_eV * qe
inv_mass = {"h": gamma1 - 2 * gamma, "l": gamma1 + 2 * gamma}
mass = {b: m0 / inv_mass[b] for b in "hl"}


def luttinger(n, g2, g3):
    """Hamiltonian over hbar^2 k^2/(2 m0), for directions n of shape (...,3)."""
    nJ = np.einsum("...i,iab->...ab", n, J)
    squares = np.einsum("...i,iab->...ab", n**2, J @ J)
    return (gamma1 + 2.5 * g2) * I4 - 2 * g3 * nJ @ nJ - 2 * (g2 - g3) * squares


def pair_projectors(H):
    """Levels and projectors of the lower and the next Kramers pair."""
    e, u = np.linalg.eigh(H)
    low, high = u[..., :, :2], u[..., :, 2:4]
    return (e[..., 0], e[..., 2], low @ np.conj(np.swapaxes(low, -1, -2)),
            high @ np.conj(np.swapaxes(high, -1, -2)))


# Quadrature over the full sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * (np.arange(64) + 0.5) / 64
C, F = np.meshgrid(cos_nodes, phi, indexing="ij")
S = np.sqrt(1 - C**2)
dirs = np.stack([S * np.cos(F), S * np.sin(F), C], -1).reshape(-1, 3)
w_sphere = np.repeat(cos_weights / 2, 64) / 64


def sphere_average(values):
    return np.tensordot(w_sphere, values, axes=(0, 0))


# Overlap laws for random pairs of directions, from diagonalization
rng = np.random.default_rng(4)
for _ in range(30):
    a, b = rng.normal(size=(2, 3))
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    c = a @ b
    ea, fa, Ah, Al = pair_projectors(luttinger(a, gamma, gamma))
    _, _, Bh, Bl = pair_projectors(luttinger(b, gamma, gamma))
    assert abs(ea - inv_mass["h"]) < 1e-10 and abs(fa - inv_mass["l"]) < 1e-10
    nJ = np.einsum("i,iab->ab", a, J)
    assert np.allclose(Ah, (nJ @ nJ - I4 / 4) / 2, atol=1e-10)
    assert np.allclose(Al, (9 * I4 / 4 - nJ @ nJ) / 2, atol=1e-10)
    same, other = (1 + 3 * c * c) / 4, 0.75 * (1 - c * c)
    # Operator identities: every state of the initial pair has the same sum
    assert np.allclose(Ah @ Bh @ Ah, same * Ah, atol=1e-10)
    assert np.allclose(Ah @ Bl @ Ah, other * Ah, atol=1e-10)
    assert np.allclose(Al @ Bl @ Al, same * Al, atol=1e-10)
    assert np.allclose(Al @ Bh @ Al, other * Al, atol=1e-10)

# Uniform average, and vanishing average scattered velocity
_, _, Ph, Pl = pair_projectors(luttinger(dirs, gamma, gamma))
mean_h, mean_l = sphere_average(Ph), sphere_average(Pl)
assert np.allclose(mean_h, I4 / 2, atol=1e-10)
assert np.allclose(mean_l, I4 / 2, atol=1e-10)
for P in (Ph, Pl):
    drift = sphere_average(dirs[:, :, None, None] * P[:, None])
    assert np.max(abs(drift)) < 1e-10
G_hh, G_hl = mean_h[0, 0].real, mean_l[0, 0].real

# Warped bands: each direction weighted by its own density of states
eh, el, Wh, Wl = pair_projectors(luttinger(dirs, gamma2, gamma3))
warp_dos = {}
for band, level, P in (("h", eh, Wh), ("l", el, Wl)):
    weight = level**-1.5
    total = sphere_average(weight)
    mean = sphere_average(weight[:, None, None] * P) / total
    assert np.allclose(mean, I4 / 2, atol=1e-5)
    warp_dos[band] = total * inv_mass[band]**1.5

# Projectors on one arc are enough for axially symmetric averages
arc = np.stack([np.sqrt(1 - cos_nodes**2), 0 * cos_nodes, cos_nodes], -1)
_, _, arc_h, arc_l = pair_projectors(luttinger(arc, gamma, gamma))
arc_P = {"h": arc_h, "l": arc_l}
_, _, Zh, Zl = pair_projectors(luttinger(np.array([0., 0., 1.]), gamma, gamma))
arc_G = {b: np.einsum("ab,tba->t", Zh, arc_P[b]).real / 2 for b in "hl"}

# A weight proportional to phonon wave number changes the average
overlap_of_angle = lambda t: np.trace(Zh @ pair_projectors(luttinger(
    np.array([np.sin(t), 0, np.cos(t)]), gamma, gamma))[2]).real / 2
top = quad(lambda t: np.sin(t) * np.sin(t / 2) * overlap_of_angle(t), 0, np.pi)[0]
bottom = quad(lambda t: np.sin(t) * np.sin(t / 2), 0, np.pi)[0]
G_q_weight = top / bottom
assert abs(G_q_weight - 17 / 35) < 1e-8


def dos(band, energy):
    """States per volume and energy for one member of the pair."""
    return ((2 * mass[band])**1.5 * np.sqrt(np.maximum(energy, 0))
            / (4 * np.pi**2 * hbar**3))


def acoustic_rate(band, energy):
    return np.pi / hbar * Xi**2 * kT / (rho * v_long**2) * dos(band, energy)


k_shell = {b: np.sqrt(2 * mass[b] * E) / hbar for b in "hl"}


def golden_rule_rate(band):
    """Heavy initial hole; true phonon energy and Bose occupation kept."""
    k, m, total = k_shell["h"], mass[band], 0.0
    for c, w, G in zip(cos_nodes, cos_weights, arc_G[band]):
        for sign in (1, -1):                 # emission, absorption
            q_of = lambda x: np.sqrt(x * x + k * k - 2 * x * k * c)
            balance = lambda x: ((hbar * x)**2 / (2 * m)
                                 + sign * hbar * v_long * q_of(x) - E) / E
            kf = brentq(balance, 0.5 * k_shell[band], 1.5 * k_shell[band],
                        xtol=1e-3)
            q = q_of(kf)
            slope = hbar**2 * kf / m + sign * hbar * v_long * (kf - k * c) / q
            bose = 1 / np.expm1(hbar * v_long * q / kT)
            coupling = Xi**2 * hbar * q / (2 * rho * v_long)
            total += w * G * kf**2 / slope * coupling * (bose + (1 + sign) / 2)
    return total / (2 * np.pi * hbar)


rate = {b: acoustic_rate(b, E) for b in "hl"}
full_rate = {b: golden_rule_rate(b) for b in "hl"}
for b in "hl":
    # Neglected terms are of second order in phonon energy over E or kT
    assert abs(full_rate[b] / rate[b] - 1) < 0.02
rate_sum = rate["h"] + rate["l"]
tau = 1 / rate_sum


# Mobility: energy integral against the closed thermal average
def optical_rate(energy):
    w0 = optical_eV * qe / hbar
    N = 1 / np.expm1(hbar * w0 / kT)
    pre = np.pi / hbar * hbar * (optical_D * qe)**2 / (2 * rho * w0)
    return pre * sum(N * dos(b, energy + hbar * w0)
                     + (N + 1) * dos(b, energy - hbar * w0) for b in "hl")


def mobility(with_optical):
    def current(x):
        e = x * kT
        r = sum(acoustic_rate(b, e) for b in "hl")
        r += optical_rate(e) if with_optical else 0
        return sum(dos(b, e) * 2 * e / mass[b] for b in "hl") / r * np.exp(-x)
    density = lambda x: sum(dos(b, x * kT) for b in "hl") * np.exp(-x)
    edge = [optical_eV * qe / kT]
    num = quad(current, 1e-12, 40, points=edge, limit=200)[0]
    den = quad(density, 0, 40, points=edge, limit=200)[0]
    return qe / (3 * kT) * num / den


tau_kT = 1 / sum(acoustic_rate(b, kT) for b in "hl")
tau_mean = tau_kT * 4 / (3 * np.sqrt(np.pi))
mu_formula = qe * tau_mean * (sum(mass[b]**0.5 for b in "hl")
                              / sum(mass[b]**1.5 for b in "hl"))
mu_acoustic, mu_both = mobility(False), mobility(True)
assert abs(mu_acoustic / mu_formula - 1) < 1e-5


# Shear strain coupling, with longitudinal and transverse phonons
def strain_rate_ratio(hydro, shear):
    """Heavy-hole out-rate relative to hydrostatic coupling alone."""
    y, total = np.array([0., 1., 0.]), 0.0
    for b in "hl":
        for n, w, P in zip(arc, cos_weights / 2, arc_P[b]):
            q = k_shell[b] * n - np.array([0, 0, k_shell["h"]])
            q = q / np.linalg.norm(q)
            for e, v in ((q, v_long), (y, v_trans), (np.cross(q, y), v_trans)):
                A, B = np.einsum("i,iab->ab", q, J), np.einsum("i,iab->ab", e, J)
                D = hydro * (q @ e) * I4
                D = D + shear * ((A @ B + B @ A) / 2 - 1.25 * (q @ e) * I4)
                total += (dos(b, E) * w / v**2
                          * np.trace(Zh @ D @ P @ D).real / 2)
    return total / (Xi_eV**2 / v_long**2 * sum(dos(b, E) for b in "hl") / 2)


assert abs(strain_rate_ratio(Xi_eV, 0) - 1) < 1e-10
shear_plus = strain_rate_ratio(Xi_eV, shear_eV)
shear_minus = strain_rate_ratio(Xi_eV, -shear_eV)

# Six-band model: split-off admixture in the light-hole state
L = np.array([np.kron(x, np.eye(2)) for x in spin_matrices(1)])
s = np.array([np.kron(np.eye(3), x) for x in spin_matrices(0.5)])
I6 = np.eye(6)
split_projector = (I6 - 2 * sum(L[i] @ s[i] for i in range(3))) / 3
unit = hbar**2 / (2 * m0 * qe)


def six_band(n, k):
    nL = np.einsum("...i,iab->...ab", n, L)
    kinetic = gamma1 * I6 + 2 * gamma * (2 * I6 - 3 * nL @ nL)
    return unit * k**2 * kinetic + split_off_eV * split_projector


z = np.array([0., 0., 1.])
k_light = lambda e: brentq(lambda k: np.linalg.eigvalsh(six_band(z, k))[2] - e,
                           0.5 * k_shell["l"], 1.5 * k_shell["l"], xtol=1e-3)
kl6 = k_light(E_eV)
light_z = pair_projectors(six_band(z, kl6))[3]
split_weight = np.trace(light_z @ split_projector).real / 2
heavy_z = pair_projectors(six_band(z, k_shell["h"]))[2]
heavy6 = sphere_average(pair_projectors(six_band(dirs, k_shell["h"]))[2])
light6 = sphere_average(pair_projectors(six_band(dirs, kl6))[3])
G_hh6 = np.trace(heavy_z @ heavy6).real / 2
G_hl6 = np.trace(heavy_z @ light6).real / 2
assert abs(G_hh6 - 0.5) < 1e-9
assert abs(G_hl6 - (1 - split_weight) / 2) < 1e-9
step = 1e-4
dk_dE = (k_light(E_eV + step) - k_light(E_eV - step)) / (2 * step * qe)
light_dos_ratio = kl6**2 * dk_dE / (2 * np.pi**2) / dos("l", E)

# Uniaxial splitting on the sphere of the light-hole wave number
H_strained = (unit * k_shell["l"]**2 * luttinger(dirs, gamma, gamma)
              + strain_eV / 2 * (1.25 * I4 - J[2] @ J[2]))
strained = sphere_average(pair_projectors(H_strained)[3])
G_strain_32, G_strain_12 = strained[0, 0].real, strained[1, 1].real
assert abs(G_strain_32 - 0.5) > 0.02 and abs(G_strain_12 - 0.5) > 0.02

# Other sizes
phonon_max = 2 * hbar * v_long * k_shell["h"]
N_valence = sum(2 * (mass[b] * kT / (2 * np.pi * hbar**2))**1.5 for b in "hl")
L_confine = np.pi * hbar * np.sqrt(3 / (2 * mass["h"] * kT))
optical_ratio = optical_rate(E) / rate_sum


def show(label, value, unit_name="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit_name}".rstrip())


print("INPUTS (rough germanium values, round conditions)")
print(f"gamma1, gamma2, gamma3: {gamma1}, {gamma2}, {gamma3}")
show("spherical gamma", gamma)
show("mass density", rho, "kg/m3")
show("longitudinal sound speed", v_long, "m/s")
show("transverse sound speed", v_trans, "m/s")
show("hydrostatic potential", Xi_eV, "eV")
show("shear potential, magnitude", shear_eV, "eV")
show("split-off energy", split_off_eV, "eV")
show("optical phonon energy", optical_eV * 1e3, "meV")
show("optical coupling", optical_D / 100, "eV/cm")
show("temperature", T, "K")
show("thermal energy kT", kT / qe * 1e3, "meV")
show("hole energy", E_eV * 1e3, "meV")
print("OVERLAPS AND RATES")
print(f"average overlap heavy-heavy: {G_hh:.6f}")
print(f"average overlap heavy-light: {G_hl:.6f}")
print(f"heavy-heavy average with weight q: {G_q_weight:.6f}")
show("heavy mass / m0", mass["h"] / m0)
show("light mass / m0", mass["l"] / m0)
for b, name in (("h", "heavy"), ("l", "light")):
    show(f"{name} wave number", k_shell[b] * 1e-9, "1/nm")
    show(f"{name} density of states, one member", dos(b, E) * qe * 1e-6,
         "1/(eV cm3)")
    show(f"rate heavy to {name}", rate[b], "1/s")
    show(f"same, phonon energy kept / formula", full_rate[b] / rate[b], "", 5)
show("rate ratio heavy-heavy / heavy-light", rate["h"] / rate["l"])
show("total rate", rate_sum, "1/s")
show("relaxation time at hole energy", tau * 1e12, "ps")
show("relaxation time at kT", tau_kT * 1e12, "ps")
show("transport-averaged relaxation time", tau_mean * 1e12, "ps")
show("mobility, hydrostatic acoustic only", mu_acoustic * 1e4, "cm2/Vs", 3)
print("NEGLECTED EFFECTS")
show("largest heavy-heavy phonon energy", phonon_max / qe * 1e3, "meV", 3)
show("warped / spherical heavy density of states", warp_dos["h"])
show("warped / spherical light density of states", warp_dos["l"])
show("split-off weight in light state", split_weight, "", 3)
show("six-band heavy-light overlap", G_hl6)
show("six-band / parabolic light density of states", light_dos_ratio)
show("rate factor with shear, same sign", shear_plus, "", 3)
show("rate factor with shear, opposite sign", shear_minus, "", 3)
show("optical / acoustic rate at hole energy", optical_ratio, "", 3)
show("mobility, acoustic plus optical", mu_both * 1e4, "cm2/Vs", 3)
show("chosen hole density", p_cm3, "1/cm3")
show("hole density / effective band density", p_cm3 * 1e6 / N_valence, "", 3)
show("uniaxial splitting", strain_eV * 1e3, "meV")
show("strained overlap into light pair from m=3/2", G_strain_32, "", 3)
show("strained overlap into light pair from m=1/2", G_strain_12, "", 3)
show("thickness where subband spacing is kT", L_confine * 1e9, "nm", 3)
print("success")
```

It prints:

```
INPUTS (rough germanium values, round conditions)
gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
spherical gamma: 5.1
mass density: 5320 kg/m3
longitudinal sound speed: 5400 m/s
transverse sound speed: 3300 m/s
hydrostatic potential: 4 eV
shear potential, magnitude: 2.4 eV
split-off energy: 0.29 eV
optical phonon energy: 37 meV
optical coupling: 9e+08 eV/cm
temperature: 300 K
thermal energy kT: 25.85 meV
hole energy: 50 meV
OVERLAPS AND RATES
average overlap heavy-heavy: 0.500000
average overlap heavy-light: 0.500000
heavy-heavy average with weight q: 0.485714
heavy mass / m0: 0.3125
light mass / m0: 0.04237
heavy wave number: 0.6404 1/nm
heavy density of states, one member: 1.331e+20 1/(eV cm3)
rate heavy to heavy: 2.713e+11 1/s
same, phonon energy kept / formula: 0.99781
light wave number: 0.2358 1/nm
light density of states, one member: 6.643e+18 1/(eV cm3)
rate heavy to light: 1.355e+10 1/s
same, phonon energy kept / formula: 0.99917
rate ratio heavy-heavy / heavy-light: 20.03
total rate: 2.848e+11 1/s
relaxation time at hole energy: 3.511 ps
relaxation time at kT: 4.883 ps
transport-averaged relaxation time: 3.673 ps
mobility, hydrostatic acoustic only: 2.69e+04 cm2/Vs
NEGLECTED EFFECTS
largest heavy-heavy phonon energy: 4.55 meV
warped / spherical heavy density of states: 1.152
warped / spherical light density of states: 0.9973
split-off weight in light state: 0.0147
six-band heavy-light overlap: 0.4927
six-band / parabolic light density of states: 1.228
rate factor with shear, same sign: 2.91
rate factor with shear, opposite sign: 1.67
optical / acoustic rate at hole energy: 3.63
mobility, acoustic plus optical: 7.2e+03 cm2/Vs
chosen hole density: 1e+17 1/cm3
hole density / effective band density: 0.0217
uniaxial splitting: 25 meV
strained overlap into light pair from m=3/2: 0.272
strained overlap into light pair from m=1/2: 0.728
thickness where subband spacing is kT: 11.8 nm
success
```
